# Wavevector of an antiferromagnetic cycloid driven by flexomagnetoelectric coupling, part 2

In a ferroelectric, the antiferromagnetic order can turn in space instead of being uniform. The problem is to find the period of this turn and what limits the result.

For a chain of unit spins \(\mathbf S_i\) along \(x\) with spacing \(a\), the unit Néel vector \(\mathbf l\) is defined by

\[
\mathbf S_i=(-1)^i\,\mathbf l_i ,\qquad |\mathbf l_i|=1 .
\]

The polarization is uniform and fixed, \(\mathbf P=P\hat{\mathbf z}\). The energy per volume \(f\) is the sum of \(A\sum_i|\nabla l_i|^2\), without a factor 1/2, and the coupling energy \(-\gamma P I\), where \(A\) is the stiffness, \(\gamma\) is the strength of the flexomagnetoelectric coupling and

\[
I=l_z\partial_xl_x-l_x\partial_xl_z+l_z\partial_yl_y-l_y\partial_yl_z .
\]

Both \(A\) and \(\gamma P\) come from products of neighbouring spins.

For a planar texture \(\mathbf l=(\sin\theta,0,\cos\theta)\) with angle \(\theta(x)\),

\[
f=A\theta'^2-\gamma P\,\theta' .
\]

A cycloid turns at a constant rate \(q\) in the plane that contains \(\mathbf P\) and its propagation direction, which lies across \(\mathbf P\). Its energy is

\[
f=Aq^2-\gamma Pq .
\]

The minimum is \(-Aq_0^2\), at

\[
q_0=\frac{\gamma P}{2A},
\]

and the period is \(\lambda_0=2\pi/q_0\). For propagation along a bond, the discrete lattice gives

\[
\frac{q}{q_0}=\frac{\arctan(q_0a)}{q_0a}\simeq1-\frac{(q_0a)^2}{3}.
\]

The example uses round parameters in the rough regime of bismuth ferrite at room temperature: \(A=3.0\) pJ/m, \(P=100\) µC/cm², \(a=0.40\) nm and \(\gamma=0.60\) mV, the last chosen to give a period of tens of nanometres. Then \(\gamma P=0.60\) mJ/m², \(q_0=0.10\) nm⁻¹, \(\lambda_0=63\) nm, \(Aq_0^2=30\) kJ/m³ and \(q_0a=0.040\).

### Can a two-dimensional texture do better?

The cycloid uses derivatives along one direction, while the coupling contains derivatives along both \(x\) and \(y\). A texture that turns along both might seem able to gain more. A Fourier argument excludes this for periodic textures.

Expand \(\mathbf l\) in a periodic box,

\[
\mathbf l(\mathbf r)=\sum_{\mathbf k}\mathbf l_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}.
\]

The average of \(|\mathbf l|^2\) over the box is one, so

\[
\sum_{\mathbf k}|\mathbf l_{\mathbf k}|^2=1 .
\]

This condition is weaker than unit length at every point. A lower bound found under the weaker condition also holds under the stronger one.

The average gradient energy is \(A\sum_{\mathbf k}k^2|\mathbf l_{\mathbf k}|^2\). For the coupling, let \(k_\perp\) be the length of the part of \(\mathbf k\) perpendicular to \(\mathbf P\), and let \(p_{\mathbf k}\) be the component of \(\mathbf l_{\mathbf k}\) along that part. Each derivative brings down a factor \(i\) times a component of \(\mathbf k\), so

\[
\langle I\rangle
=\sum_{\mathbf k}ik_\perp\big(l_{z,\mathbf k}^*p_{\mathbf k}-p_{\mathbf k}^*l_{z,\mathbf k}\big)
=\sum_{\mathbf k}2k_\perp\,\mathrm{Im}\big(p_{\mathbf k}^*l_{z,\mathbf k}\big).
\]

The second form follows because the bracket is the difference of a number and its complex conjugate. For any two complex numbers,

\[
2\,|\mathrm{Im}(p^*l_z)|\le2|p||l_z|\le|p|^2+|l_z|^2 .
\]

The last expression is at most \(|\mathbf l_{\mathbf k}|^2\). Therefore

\[
\langle f\rangle\ge\sum_{\mathbf k}\big(Ak^2-|\gamma P|k_\perp\big)|\mathbf l_{\mathbf k}|^2 .
\]

Since \(k^2\ge k_\perp^2\), each bracket is at least \(Ak_\perp^2-|\gamma P|k_\perp\), whose smallest value is \(-(\gamma P)^2/(4A)\). The weights add up to one, so

\[
\langle f\rangle\ge-\frac{(\gamma P)^2}{4A}.
\]

The cycloid with \(q=q_0\) has this energy. No periodic unit-length texture lies lower within the model. The propagation direction in the plane normal to \(\mathbf P\) remains free, and terms left out of the model must choose it in a crystal.

The proof uses periodicity to remove surface terms. It does not settle the texture near the free side faces of a small sample.

A specific competitor gives the bound a scale. Add three cycloids of equal wavelength whose propagation directions are 120 degrees apart, each pointing along \(+z\) at the origin, and normalize the sum to unit length at each point. The relative phase matters: if the three phases add to 90 degrees instead of zero, the sum vanishes at isolated points and cannot be normalized. For a texture whose lengths can be rescaled by a factor \(1/s\), the average energy is

\[
\langle f\rangle=A\,b_2s^2-\gamma P\,b_1s ,
\]

where \(b_2\) is the average squared gradient and \(b_1\) the average of \(I\), both at \(s=1\). The minimum over \(s\) is \(-(\gamma P)^2b_1^2/(4Ab_2)\). The ratio \(b_1^2/b_2\) is therefore the gain as a fraction of the bound.

Evaluated with Fourier derivatives on a grid of 128 by 128 points, this fraction is 0.91 for the triple texture with this phase and 1.00 for the single cycloid. It falls as the sum of the phases moves from zero towards 90 degrees, to 0.81 at 60 degrees. In the example the triple texture lies about 3 kJ/m³ above the cycloid. Its average squared gradient \(b_2\) is larger than \(b_1^2\), whereas the two are equal for the single cycloid.

### Anisotropy along the polarization

Add an easy-axis energy \(-Kl_z^2\) with \(K>0\), and keep to planar textures \(\theta(x)\). Since \(-K\cos^2\theta=-K+K\sin^2\theta\), the energy density measured from the uniform state along \(z\) is

\[
g=A\theta'^2+K\sin^2\theta-\gamma P\theta' .
\]

The equation of equilibrium is \(2A\theta''=2K\sin\theta\cos\theta\). Multiplying by \(\theta'\) and integrating gives

\[
A\theta'^2-K\sin^2\theta=c,
\qquad
\theta'=\sqrt{\frac{c+K\sin^2\theta}{A}} .
\]

The vector now turns slowly near the easy axis and faster between its two ends. The constant \(c\) labels solutions of different period, and the energy must select one.

The period is \(\lambda=\int_0^{2\pi}d\theta/\theta'\). In \(g\), replace \(K\sin^2\theta\) by \(A\theta'^2-c\). The energy averaged over one period becomes

\[
\langle g\rangle=-c+\frac{F(c)-2\pi\gamma P}{\lambda},
\qquad
F(c)=\int_0^{2\pi}2A\theta'\,d\theta .
\]

From the first integral, \(d\theta'/dc=1/(2A\theta')\) at fixed \(\theta\), so \(dF/dc=\lambda\). Differentiating the average energy gives

\[
\frac{d\langle g\rangle}{dc}
=-1+\frac{\lambda}{\lambda}-\frac{F-2\pi\gamma P}{\lambda^2}\frac{d\lambda}{dc}
=-\frac{F-2\pi\gamma P}{\lambda^2}\frac{d\lambda}{dc}.
\]

The period falls as \(c\) rises, so \(d\lambda/dc<0\), and \(F\) rises with \(c\). The derivative therefore passes from negative to positive at the minimum, where \(F=2\pi\gamma P\). Written as an average over the angle \(\theta\), this condition is

\[
\Big\langle2\sqrt{A(c+K\sin^2\theta)}\Big\rangle_\theta=\gamma P .
\]

The average energy at the minimum is simply \(-c\). For \(K=0\) the condition gives \(2\sqrt{Ac}=\gamma P\), hence \(c=Aq_0^2\), which is the earlier result.

### A weak anisotropy changes the period in second order

Use \(\kappa=K/(Aq_0^2)\) and \(\hat c=c/(Aq_0^2)\). Because \(\gamma P=2Aq_0\), the condition and the wavevector become

\[
\Big\langle\sqrt{\hat c+\kappa\sin^2\theta}\Big\rangle_\theta=1,
\qquad
\frac q{q_0}=\Bigg\langle\frac1{\sqrt{\hat c+\kappa\sin^2\theta}}\Bigg\rangle_\theta^{-1}.
\]

Write \(\hat c+\kappa\sin^2\theta=m(1-\epsilon\cos2\theta)\), with \(m=\hat c+\kappa/2\) and \(\epsilon=\kappa/(2m)\). The average of \(\cos2\theta\) is zero and that of \(\cos^22\theta\) is one half. To second order in \(\epsilon\),

\[
\big\langle(1-\epsilon\cos2\theta)^{1/2}\big\rangle=1-\frac{\epsilon^2}{16},
\qquad
\big\langle(1-\epsilon\cos2\theta)^{-1/2}\big\rangle=1+\frac{3\epsilon^2}{16}.
\]

The first average fixes \(\sqrt m\simeq1+\epsilon^2/16\). The wavevector is then

\[
\frac q{q_0}\simeq\frac{1+\epsilon^2/16}{1+3\epsilon^2/16}
\simeq1-\frac{\epsilon^2}{8}.
\]

To this order \(\epsilon=\kappa/2\), so

\[
\frac q{q_0}\simeq1-\frac1{32}\left(\frac K{Aq_0^2}\right)^2 .
\]

There is no first-order change because the average of \(K\sin^2\theta\) over a uniform rotation is \(K/2\) for every nonzero wavevector. To first order the anisotropy therefore shifts the energy of all these rotations equally and favours none of them.

For a round value \(K=10\) kJ/m³, \(\kappa=10/30=1/3\). The formula gives a reduction of \((1/3)^2/32\), or about 0.35 %. Solving the condition for \(\hat c\) numerically also gives 0.35 %. The same value follows from minimizing the energy of a trial rotation with three harmonics in its angle. The period grows from 62.8 to 63.1 nm. An anisotropy that is a third of the energy gain thus hardly affects the period.

### A strong anisotropy removes the cycloid

The gain \(c\) falls as \(K\) rises and reaches zero at a critical value \(K_c\). Putting \(c=0\) in the condition, and using \(\langle|\sin\theta|\rangle=2/\pi\), gives

\[
\frac4\pi\sqrt{AK_c}=\gamma P,
\qquad
K_c=\frac{\pi^2(\gamma P)^2}{16A}=\frac{\pi^2}{4}Aq_0^2 .
\]

The same threshold has a direct meaning in terms of walls. An isolated 180-degree wall obeys \(A\theta'^2=K\sin^2\theta\). Without the coupling, its energy per area is

\[
\int2A\theta'^2dx=\int_0^\pi2\sqrt{AK}\sin\theta\,d\theta=4\sqrt{AK}.
\]

The coupling adds \(-\gamma P\int\theta'dx=-\pi\gamma P\). The total vanishes at \(K_c\). Below \(K_c\) it pays to insert walls, and they form the cycloid. Above \(K_c\) the uniform state is the lower of the two. As \(K\) approaches \(K_c\) from below, the walls move apart and the period diverges, because \(1/\theta'\) then approaches a multiple of \(1/|\sin\theta|\), whose integral diverges at \(\theta=0\) and \(\theta=\pi\).

In the example, \(K_c=(\pi^2/4)\times30=74\) kJ/m³. The formula \(q_0=\gamma P/(2A)\) is accurate for \(K\ll K_c\) and fails near \(K_c\). These statements compare planar textures with an easy axis along \(\mathbf P\). They do not cover an easy plane, where \(\mathbf l\) may leave the cycloid plane.

### The polarization responds to the cycloid

So far \(P\) was fixed. Let the cycloid induce a small extra polarization \(p\) along \(z\), at a lattice cost \(p^2/(2\varepsilon_0\chi)\), where \(\chi\) is the electric susceptibility. The macroscopic electric field is held at zero. Then

\[
f=Aq^2-\gamma(P+p)q+\frac{p^2}{2\varepsilon_0\chi}.
\]

The minimum over \(p\) is at \(p=\varepsilon_0\chi\gamma q\). Inserting it leaves

\[
f=\Big(A-\tfrac12\varepsilon_0\chi\gamma^2\Big)q^2-\gamma Pq,
\qquad
q=\frac{\gamma P}{2A-\varepsilon_0\chi\gamma^2}.
\]

The response softens the effective stiffness and shortens the period. The expression requires \(2A>\varepsilon_0\chi\gamma^2\); otherwise this energy has no lower bound, and terms of higher order in \(p\) or in the gradients are needed.

With a rough \(\chi=50\), the induced polarization is 0.0027 µC/cm², against 100 µC/cm² for \(P\). The relative change of \(q\) is \(3\times10^{-5}\). Treating \(P\) as fixed is therefore well justified here.

An external electric field \(E\) along \(\mathbf P\) can have a larger effect. It adds \(\varepsilon_0\chi E\) to the polarization. At 0.10 MV/cm this is 0.44 µC/cm², and \(q_0\) rises by 0.44 % if \(A\) and \(\gamma\) stay fixed. This estimate assumes a linear response and no switching.

### Magnetic field and lattice

In a magnetic field \(\mathbf B\), let the antiferromagnet have a susceptibility \(\chi_m\) for fields perpendicular to \(\mathbf l\) and none for parallel fields. Its energy is

\[
-\frac{\chi_m}{2\mu_0}\big[B^2-(\mathbf B\cdot\mathbf l)^2\big].
\]

For a field in the cycloid plane, this acts on the angle like an anisotropy of size \(\chi_mB^2/(2\mu_0)\). With a rough \(\chi_m=5\times10^{-4}\) and 1.0 T it is 0.20 kJ/m³, less than 1 % of the energy gain. If this is the only anisotropy, the second-order formula gives a relative change of \(q\) near \(10^{-6}\) for a planar cycloid. Beside \(K=10\) kJ/m³, a field along \(x\) adds to \(K\) and a field along \(z\) subtracts from it before the square is taken. The change is then near \(10^{-4}\). For a field along \(x\) these estimates assume that the propagation direction is pinned by terms outside the model. In the model itself the direction is free, and turning it from \(x\) to \(y\) lowers the energy by about \(\chi_mB^2/(4\mu_0)=0.10\) kJ/m³. The coupling of the field to a weak canted moment is left out.

The lattice correction was found above to be \(-(q_0a)^2/3\) relative to \(q_0\). For \(q_0a=0.040\) it is \(-5\times10^{-4}\). This holds for propagation along a bond. For propagation along a face diagonal of a cubic cell, as in bismuth ferrite, neighbours turn by \(q_0a/\sqrt2\) or not at all, and the correction is about half as large.

The alternating factor also determines where the cycloid appears in the Fourier spectrum of the individual spins. At the sites of the chain, \((-1)^i=\cos(\pi x_i/a)\), and

\[
\cos\frac{\pi x}{a}\cos qx
=\frac12\left[\cos\Big(\frac\pi a+q\Big)x+\cos\Big(\frac\pi a-q\Big)x\right].
\]

The spins have components at \(\pi/a\pm q\). The wavevector \(q_0\) is the distance from the antiferromagnetic position, not the wavevector of a ferromagnetic density.

### Thermal motion at the temperature of use

Keep the spins in the \(xz\) plane and let their angle be \(\theta=q_0x+\delta(\mathbf r)\). The terms linear in \(\partial_x\delta\) have the coefficient \(2Aq_0-\gamma P=0\), so the extra energy density is \(A|\nabla\delta|^2\). For a Fourier component \(\delta_{\mathbf k}\) in a volume \(V\), classical equipartition gives

\[
\langle|\delta_{\mathbf k}|^2\rangle=\frac{k_BT}{2VAk^2}.
\]

The factor 2 arises because the pair \(\mathbf k,-\mathbf k\) has energy \(2VAk^2|\delta_{\mathbf k}|^2\) and two real degrees of freedom, which share an energy \(k_BT\). Summing up to a cutoff \(\Lambda\),

\[
\langle\delta^2\rangle
=\frac{k_BT}{2A}\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\frac1{k^2}
=\frac{k_BT}{2A}\,\frac{\Lambda}{2\pi^2}
=\frac{k_BT\,\Lambda}{4\pi^2A}.
\]

At 300 K, planar fluctuations with wavevectors up to \(q_0\) have a root-mean-square angle of 0.06 rad, small compared with one radian. This is a low estimate. The propagation direction is free in the plane normal to \(\mathbf P\), so a slow variation of \(\delta\) along \(y\) costs much less than \(A|\nabla\delta|^2\) once the spins may tilt out of the \(xz\) plane. With the cutoff at \(\pi/a\), the same formula gives 0.5 rad, which is no longer small. The \(k^2\) form is only rough at such short wavelengths; a sum over the modes of a simple cubic lattice with the same \(A\) and \(a\) gives 0.66 rad. The coefficients \(A\) and \(\gamma\) must therefore be those of the smoothed order at the working temperature. In the simplest estimate each spin is replaced by its thermal average, of length \(m<1\). Both \(A\) and \(\gamma P\) come from products of two spins, so both are multiplied by \(m^2\). The energy gain then falls by the factor \(m^2\), while \(q_0\) keeps its value. Beyond this estimate the two factors may differ.

### Beside a real material

Bismuth ferrite has an antiferromagnetic cycloid with a period of roughly 60 nm, and the parameters above were placed in that regime. The agreement in period was arranged through \(\gamma\). The values of \(K\), \(\chi\) and \(\chi_m\) are rough, and \(K\) in particular depends on strain and composition. A strained film can therefore break the assumption of negligible anisotropy. At \(K=10\) kJ/m³ the anisotropy moves the model's period by 0.35 %, but near 74 kJ/m³ it removes the cycloid. Narrow ferroelectric domains break the assumption of uniform \(P\). If \(P\) reverses along the propagation direction within less than one period, the sense of rotation reverses before a turn is complete. Then \(q_0\) can describe at most the local slope, and \(2\pi/q_0\) is not the period of the texture.

For a uniform domain much wider than \(\lambda_0\), with \(K\ll K_c\) and \(A\) held fixed, doubling \(\gamma P\) halves the period and makes the energy gain four times as large. Doubling \(A\) at fixed \(\gamma P\) doubles the period and halves the gain. The second change also halves \(K_c\), so a stiffer antiferromagnet has a longer cycloid that a weaker anisotropy can remove.

Numbers in the example were calculated in double precision.
